# Where the prefactor 1.322 in grain-boundary diffusion comes from: a program that tests the result

```python
"""
Result under test (isolated grain boundary, constant surface source):
    P = s*delta*D_b = 1.322 * sqrt(D/t) * m**(-5/3),
    m = -d ln(cbar) / d(y**(6/5)),
which follows from the dimensionless slope 0.78 of ln(cbar) against w**(6/5).
Symbols: D lattice diffusivity, D_b boundary diffusivity, delta boundary width,
s segregation factor, t time, y depth, cbar mean concentration of a thin layer,
beta = P/(2 D sqrt(D t)), w = y/sqrt(D t)/sqrt(beta).
M(w) is the solute content of a layer on one side of the boundary, per unit
surface concentration and per sqrt(D t), without direct lattice penetration.
"""
import numpy as np
import mpmath as mp
from scipy import constants
from scipy.linalg import eigh_tridiagonal
from scipy.special import erfcx

mp.mp.dps = 90
N_TERMS = 420


def series_coefficients(b):
    return [(-1) ** n * mp.rgamma(b - mp.mpf(n) / 4) / mp.factorial(n)
            for n in range(N_TERMS)]


COEF_M = series_coefficients(mp.mpf(3) / 2)
COEF_DM = series_coefficients(mp.mpf(5) / 4)


def evaluate(coefficients, w):
    total = mp.mpf(0)
    w = mp.mpf(float(w))
    for a in reversed(coefficients):
        total = total * w + a
    return total


def layer_series(w):
    """M(w) in the limit of large beta."""
    return float(evaluate(COEF_M, w))


def log_decay(w):
    """-d ln M / dw in the limit of large beta."""
    return float(evaluate(COEF_DM, w) / evaluate(COEF_M, w))


def layer_finite_beta(w, beta):
    """M(w) with lattice diffusion along the depth kept (sine transform)."""
    h = 0.05
    k = np.arange(h, 6.5 * np.sqrt(beta), h)
    a = k * k
    F = (2 * a / np.sqrt(np.pi) - 1 + erfcx(a)) / a**2
    return 2 / np.pi * h * np.sum(np.sin(k * w) * k * np.exp(-a / beta) * F)


def layer_with_storage(w, alpha):
    """Large-beta M(w) with solute stored in the boundary;
    alpha = s*delta/(2 sqrt(D t)).  Numerical Laplace inversion."""
    def transform(q):
        root = mp.sqrt(q)
        return ((1 / (q * root) + alpha / q)
                * mp.exp(-w * mp.sqrt(root + alpha * q)))
    with mp.workdps(20):
        return float(mp.invertlaplace(transform, 1, method='talbot'))


def fitted_slope(depth, content):
    return -np.polyfit(np.asarray(depth)**1.2, np.log(content), 1)[0]


def finite_volume_layers(D, t, P, n_depth=120, n_side=160):
    """Original two-dimensional equations on a grid, exact in time.
    Returns depths and layer contents with the far-field column removed."""
    length = np.sqrt(D * t)
    beta = P / (2 * D * length)
    dy = 12 * np.sqrt(beta) * length / n_depth
    dx = 8 * length / n_side
    mass = np.full(n_side + 1, dx)
    mass[[0, -1]] = dx / 2
    along = D * mass
    along[0] += P / 2
    stiff = np.full(n_side + 1, 2 * D / dx)
    stiff[[0, -1]] = D / dx
    off = -D / dx / np.sqrt(mass[1:] * mass[:-1])
    j = np.arange(1, n_depth)
    content = np.zeros(n_depth - 1)
    for mode in range(1, n_depth):
        shape = np.sqrt(2 / n_depth) * np.sin(mode * np.pi * j / n_depth)
        lam = (2 * np.sin(mode * np.pi / (2 * n_depth)) / dy)**2
        rate, vec = eigh_tridiagonal((stiff + lam * along) / mass, off)
        source = along * shape[0] / dy**2 / np.sqrt(mass)
        c = vec @ (-np.expm1(-rate * t) / rate * (vec.T @ source))
        c = c / np.sqrt(mass)
        content += shape * np.sum(mass * (c - c[-1]))
    return j * dy, content


# ---------- the prefactor ----------
SLOPE = 0.78
prefactor = 2 * SLOPE**(5 / 3)
assert abs(prefactor - 1.322) < 5e-4

# ---------- series against two other evaluations ----------
for w in (2.0, 4.0, 6.0, 9.0):
    exact = layer_series(w)
    assert abs(layer_with_storage(w, 0.0) / exact - 1) < 1e-6
    # finite beta = 1e4 still shifts M by a few parts in ten thousand
    assert abs(layer_finite_beta(w, 1e4) / exact - 1) < 1e-3

# ---------- original equations against the finite-beta formula ----------
D_t, t_t, beta_t = 0.3, 2.0, 10.0
len_t = np.sqrt(D_t * t_t)
y_fv, m_fv = finite_volume_layers(D_t, t_t, 2 * D_t * len_t * beta_t)
w_fv = y_fv / len_t / np.sqrt(beta_t)
fv_error = 0.0
for w in (2.0, 3.0, 4.0, 5.0):
    i = int(np.argmin(abs(w_fv - w)))
    formula = len_t * layer_finite_beta(w_fv[i], beta_t)
    fv_error = max(fv_error, abs(m_fv[i] / formula - 1))
assert fv_error < 0.015      # second-order grid error in the steep tail
assert abs(layer_finite_beta(4.0, beta_t) / layer_series(4.0) - 1) > 0.05

# ---------- final formula against the original equations ----------
recovery = []
for D_t, t_t, beta_t in ((0.3, 2.0, 1000.0), (5.0, 0.1, 4000.0)):
    len_t = np.sqrt(D_t * t_t)
    P_true = 2 * D_t * len_t * beta_t
    y_fv, m_fv = finite_volume_layers(D_t, t_t, P_true)
    w_fv = y_fv / len_t / np.sqrt(beta_t)
    use = (w_fv > 1.99) & (w_fv < 6.01)
    m_fit = fitted_slope(y_fv[use], m_fv[use])
    recovery.append(prefactor * np.sqrt(D_t / t_t) * m_fit**(-5 / 3) / P_true)
# the rounded slope 0.78 itself is good to one or two per cent
assert all(abs(r - 1) < 0.04 for r in recovery)

# ---------- how constant is the slope, and why the power 6/5 ----------
w_grid = np.linspace(2, 10, 33)
M_grid = np.array([layer_series(w) for w in w_grid])
decay = np.array([log_decay(w) for w in w_grid])
spread = {}
for name, power in (('1', 1.0), ('6/5', 1.2), ('4/3', 4 / 3)):
    local = decay / (power * w_grid**(power - 1))
    spread[name] = (local.max() - local.min()) / local.mean()
    if name == '6/5':
        local_slope = local
assert spread['6/5'] < 0.5 * min(spread['1'], spread['4/3'])
assert np.all(abs(local_slope - SLOPE) < 0.03)
windows = {}
for lo, hi in ((2, 4), (2, 6), (6, 10), (2, 10)):
    use = (w_grid >= lo) & (w_grid <= hi)
    windows[(lo, hi)] = fitted_slope(w_grid[use], M_grid[use])
assert abs(windows[(2, 10)] - SLOPE) < 0.02

# ---------- large-w limit ----------
deviation = []
for w in (20.0, 40.0):
    Q = (w / 4)**(4 / 3)
    saddle = np.sqrt(2 / (3 * np.pi)) * np.exp(-3 * Q) / Q
    deviation.append(abs(layer_series(w) / saddle - 1))
assert deviation[1] < 0.05 and deviation[1] < 0.5 * deviation[0]

# ---------- worked example: lengths in micrometres, time in seconds ----------
T = 800.0
D_cm2, Db_cm2 = 1e-13, 1e-7
D, D_b = D_cm2 * 1e8, Db_cm2 * 1e8
t = 10 * 3600.0
delta, s = 0.5e-3, 10.0
P_in = s * delta * D_b
length = np.sqrt(D * t)
beta = P_in / (2 * D * length)
unit = np.sqrt(beta) * length
alpha = s * delta / (2 * length)
depth = np.linspace(80, 240, 9)
w_data = depth / unit
data = np.array([layer_finite_beta(w, beta) for w in w_data])
m = fitted_slope(depth, data)
root = np.sqrt(D / t)


def infer(slope):
    return prefactor * root * slope**(-5 / 3)


P_out = infer(m)
assert abs(P_out / P_in - 1) < 0.04

# ---------- neglected effects for these numbers ----------
ideal = np.array([layer_series(w) for w in w_data])
stored = np.array([layer_with_storage(w, alpha) for w in w_data])
P_ideal = infer(fitted_slope(depth, ideal))
beta_shift = P_out / P_ideal - 1
storage_shift = infer(fitted_slope(depth, stored)) / P_ideal - 1
assert abs(beta_shift) < 0.02 and abs(storage_shift) < 0.03
k_eV = constants.k / constants.e
E_lattice, dT = 2.0, 5.0
D_ratio = np.exp(E_lattice / k_eV * (1 / T - 1 / (T + dT)))
temperature_shift = np.sqrt(D_ratio) - 1
c_surface = 1e-3
saturation = 1 - 1 / (1 + (s - 1) * c_surface)
spacing = 1000.0

print(f"Prefactor 2*0.78^(5/3) = {prefactor:.4f}")
print(f"Factor 0.78^(5/3) = {SLOPE**(5/3):.4f}")
print(f"Prefactor for base-10 logarithm = {prefactor/np.log(10)**(5/3):.4f}")
for w in (2.0, 4.0, 6.0, 8.0, 10.0):
    g = log_decay(w) / (1.2 * w**0.2)
    print(f"w = {w:4.1f}: M = {layer_series(w):.4e}, local slope = {g:.4f}")
i_min = int(np.argmin(local_slope))
print(f"Smallest local slope, w 2-10 = {local_slope[i_min]:.4f}"
      f" near w = {w_grid[i_min]:.2f}")
for (lo, hi), g in windows.items():
    print(f"Fit w {lo}-{hi}: slope = {g:.4f}, prefactor = {2*g**(5/3):.4f}")
for name, value in spread.items():
    print(f"Spread of local slope, power {name} = {100*value:.1f} %")
print(f"Saddle-point error at w = 20, 40 = {100*deviation[0]:.1f},"
      f" {100*deviation[1]:.1f} %")
print(f"Grid against finite-beta formula, worst = {100*fv_error:.2f} %")
print(f"Grid test, P recovered/true = {recovery[0]:.4f}, {recovery[1]:.4f}")
print(f"Example: T = {T:.0f} K, t = {t:.0f} s")
print(f"D = {D_cm2:.1e} cm2/s = {D:.1e} um2/s")
print(f"D_b = {Db_cm2:.1e} cm2/s = {D_b:.1e} um2/s")
print(f"delta = {delta*1e3:.2f} nm, s = {s:.0f}")
print(f"Input P = {P_in:.4e} um3/s = {P_in*1e-18:.4e} m3/s")
print(f"sqrt(D t) = {length:.4f} um, beta = {beta:.1f}")
print(f"Depth for w = 1: {unit:.3f} um")
print(f"w range of data = {w_data[0]:.3f} to {w_data[-1]:.3f}")
for i in (0, 2, 4, 6, 8):
    print(f"y = {depth[i]:.0f} um: y^(6/5) = {depth[i]**1.2:.2f} um^(6/5),"
          f" ln(cbar/cbar_first) = {np.log(data[i]/data[0]):.4f}")
print(f"Fitted m = {m:.6f} um^(-6/5)")
print(f"m^(-5/3) = {m**(-5/3):.2f} um2")
print(f"sqrt(D/t) = {root:.4e} um/s")
print(f"Recovered P = {P_out:.4e} um3/s = {P_out*1e-18:.4e} m3/s")
print(f"Recovered/input P = {P_out/P_in:.4f}")
print(f"Recovered D_b (s, delta known) = {P_out/(s*delta)*1e-8:.4e} cm2/s")
print(f"Finite-beta shift of P = {100*beta_shift:.3f} %")
print(f"Storage parameter s*delta/(2 sqrt(Dt)) = {alpha:.5f}")
print(f"Boundary-storage shift of P = {100*storage_shift:.3f} %")
print(f"Lattice activation energy (rough) = {E_lattice:.1f} eV")
print(f"Shift of P if D is taken {dT:.0f} K too hot ="
      f" {100*temperature_shift:.2f} %")
print(f"Surface atom fraction = {c_surface:.1e},"
      f" saturation lowers s by {100*saturation:.2f} %")
print(f"Boundary spacing = {spacing:.0f} um = {spacing/length:.0f} sqrt(Dt)")
print(f"Shallowest depth = {depth[0]/length:.1f} sqrt(Dt)")
print("verified")
```

Printed output:

```
Prefactor 2*0.78^(5/3) = 1.3219
Factor 0.78^(5/3) = 0.6609
Prefactor for base-10 logarithm = 0.3292
w =  2.0: M = 1.4004e-01, local slope = 0.8017
w =  4.0: M = 1.3747e-02, local slope = 0.7663
w =  6.0: M = 1.1026e-03, local slope = 0.7616
w =  8.0: M = 7.3998e-05, local slope = 0.7653
w = 10.0: M = 4.2321e-06, local slope = 0.7719
Smallest local slope, w 2-10 = 0.7616 near w = 5.75
Fit w 2-4: slope = 0.7781, prefactor = 1.3166
Fit w 2-6: slope = 0.7688, prefactor = 1.2905
Fit w 6-10: slope = 0.7657, prefactor = 1.2818
Fit w 2-10: slope = 0.7654, prefactor = 1.2808
Spread of local slope, power 1 = 27.9 %
Spread of local slope, power 6/5 = 5.2 %
Spread of local slope, power 4/3 = 26.5 %
Saddle-point error at w = 20, 40 = 8.3, 3.5 %
Grid against finite-beta formula, worst = 0.27 %
Grid test, P recovered/true = 1.0257, 1.0256
Example: T = 800 K, t = 36000 s
D = 1.0e-13 cm2/s = 1.0e-05 um2/s
D_b = 1.0e-07 cm2/s = 1.0e+01 um2/s
delta = 0.50 nm, s = 10
Input P = 5.0000e-02 um3/s = 5.0000e-20 m3/s
sqrt(D t) = 0.6000 um, beta = 4166.7
Depth for w = 1: 38.730 um
w range of data = 2.066 to 6.197
y = 80 um: y^(6/5) = 192.18 um^(6/5), ln(cbar/cbar_first) = 0.0000
y = 120 um: y^(6/5) = 312.62 um^(6/5), ln(cbar/cbar_first) = -1.1754
y = 160 um: y^(6/5) = 441.51 um^(6/5), ln(cbar/cbar_first) = -2.4080
y = 200 um: y^(6/5) = 577.08 um^(6/5), ln(cbar/cbar_first) = -3.6939
y = 240 um: y^(6/5) = 718.21 um^(6/5), ln(cbar/cbar_first) = -5.0297
Fitted m = 0.009546 um^(-6/5)
m^(-5/3) = 2327.70 um2
sqrt(D/t) = 1.6667e-05 um/s
Recovered P = 5.1282e-02 um3/s = 5.1282e-20 m3/s
Recovered/input P = 1.0256
Recovered D_b (s, delta known) = 1.0256e-07 cm2/s
Finite-beta shift of P = 0.004 %
Storage parameter s*delta/(2 sqrt(Dt)) = 0.00417
Boundary-storage shift of P = -0.662 %
Lattice activation energy (rough) = 2.0 eV
Shift of P if D is taken 5 K too hot = 9.43 %
Surface atom fraction = 1.0e-03, saturation lowers s by 0.89 %
Boundary spacing = 1000 um = 1667 sqrt(Dt)
Shallowest depth = 133.3 sqrt(Dt)
verified
```
